# Why Non-Relativistic Contractions Fail with X2C and DKH Hamiltonians

## What scaling says about a frozen orbital

Take one electron bound to a point nucleus of charge $Z$. In atomic units the Dirac operator, with the rest energy subtracted, is

$$c\,\boldsymbol\alpha\cdot\mathbf p+(\beta-1)c^2-\frac{Z}{r}.$$

Measure length in units of $1/Z$: $\mathbf r=\mathbf x/Z$ and $\mathbf p=Z\mathbf q$. The three terms become $cZ\,\boldsymbol\alpha\cdot\mathbf q$, $(\beta-1)c^2$ and $-Z^2/x$. Taking out a factor $Z^2$ leaves

$$Z^2\left[\frac{c}{Z}\,\boldsymbol\alpha\cdot\mathbf q+(\beta-1)\frac{c^2}{Z^2}-\frac1x\right],$$

in which only the ratio $Z/c$ remains. Every energy of this ion is therefore $Z^2$ times a function of $Z/c$.

The non-relativistic 1s orbital is proportional to $e^{-x}$, which contains no $Z$ at all. The Dirac operator itself is unbounded below, so take instead a two-component Hamiltonian that keeps only its electronic energies, such as the X2C operator built below. It scales in the same way when its basis is complete or is scaled with $Z$. If the electron is forced to keep the non-relativistic shape under this Hamiltonian, the energy lost must have the form

$$\Delta E=Z^2\,G(Z/c),\qquad G\ge 0,\qquad G(0)=0.$$

$G$ cannot be negative, because the 1s level is the lowest eigenvalue of this two-component Hamiltonian and no trial function can lie below it. It vanishes for $Z/c\to0$, where the old shape is the right one. Scaling does not give the size of $G$. That size is the first thing to know in asking whether contraction coefficients from a non-relativistic atom may be reused.

The tempting argument says that they may: a basis set is only a set of functions, and the relativity is in the Hamiltonian. Krypton is a counter-example.

## The Hamiltonian and the contraction

Use an orthonormal basis $\chi_k$ in which $p^2$ is diagonal with values $p_k^2$. Describe the small component by the functions $(\boldsymbol\sigma\cdot\mathbf p)\chi_k/p_k$, which are also orthonormal because $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$. Let $A$ and $B$ be the large and small coefficients. The Dirac equation becomes

$$\begin{pmatrix}U&cp\\ cp&M-2c^2\end{pmatrix}\begin{pmatrix}A\\B\end{pmatrix}=E\begin{pmatrix}A\\B\end{pmatrix},$$

with $U_{kl}=\langle\chi_k|V|\chi_l\rangle$, $M_{kl}=\langle\chi_k|\mathbf p\cdot V\mathbf p|\chi_l\rangle/(p_kp_l)$ and $p$ the diagonal matrix of the $p_k$. The spin-dependent part of $(\boldsymbol\sigma\cdot\mathbf p)V(\boldsymbol\sigma\cdot\mathbf p)$ has been dropped. For a central potential it is proportional to $\boldsymbol\sigma\cdot\mathbf L$ and vanishes for s states.

Collect the electronic solutions as columns of $A_+$ and $B_+$, and define $X=B_+A_+^{-1}$, so that $B=XA$ for each of them. Multiplying the matrix equation from the left by $(1,\;X^\dagger)$ gives

$$\left[U+cpX+X^\dagger cp+X^\dagger(M-2c^2)X\right]A=E\,(1+X^\dagger X)A.$$

Call the bracket $K$ and set $N=1+X^\dagger X$. With $\phi=N^{1/2}A$ this is an ordinary eigenvalue equation $h\phi=E\phi$, where

$$h=N^{-1/2}KN^{-1/2}.$$

This is the X2C Hamiltonian. It keeps the electronic energies of the matrix it came from. The second-order Douglas–Kroll–Hess scheme, DKH2, instead decouples a free electron first and then removes the part of the remaining coupling that is first order in the potential, which makes the electronic block correct through second order.

A contracted function is a fixed sum of primitives, $\tilde\chi_a=\sum_\mu g_\mu C_{\mu a}$. Its Hamiltonian matrix is $C^\dagger hC$. Here $h$ is always built in the primitives before this projection, so any fault found below lies in the shapes $C$.

## One electron at $Z=36$

Let $\phi_0$ be the non-relativistic 1s orbital, and complete it to an orthonormal set. Write $h_{00}$ for its X2C expectation value, $b$ for the column $b_k=\langle\phi_k|h|\phi_0\rangle$, and $Q$ for the block of $h$ among the other functions. The ground state, with coefficients $(x_0,x)$, obeys

$$h_{00}x_0+b^\dagger x=Ex_0,\qquad b\,x_0+Qx=Ex.$$

The second equation gives $x=-(Q-E)^{-1}b\,x_0$. Inserting this in the first and dividing by $x_0\neq0$,

$$E=h_{00}-b^\dagger(Q-E)^{-1}b,\qquad \Delta E=h_{00}-E=b^\dagger(Q-E)^{-1}b .$$

An eigenvector $y$ of $Q$ gives the trial vector $(0,y)$, whose energy is the eigenvalue of $Q$ and cannot lie below $E$. It could equal $E$ only if $(0,y)$ were a ground state, which is excluded for a non-degenerate ground state with $x_0\ne0$. Every eigenvalue of $Q$ therefore lies above $E$, so $\Delta E\ge0$. Since $\phi_0$ is an eigenfunction of $h_{\rm NR}$, we also have $b_k=\langle\phi_k|h-h_{\rm NR}|\phi_0\rangle$. The loss is the energy of the orbital's response to $h-h_{\rm NR}$. Its size depends on which two-component Hamiltonian is chosen, because each one represents the same state by a somewhat different orbital.

The computed energies, in hartree (Ha), are $-647.998$ non-relativistically, $h_{00}=-655.953$ and $E=-659.569$. Thus

$$\Delta E=-655.953+659.569=3.616\ \text{Ha}.$$

The full shift is $-11.571$ Ha, and the frozen orbital obtains $-7.955$ Ha of it, or 69%. The closed Dirac formula $c^2(\sqrt{1-Z^2/c^2}-1)$ gives $-659.584$ Ha, so the finite primitive set is in error by 0.014 Ha in $E$, far less than the loss. In a converged set of s primitives the loss becomes 3.634 Ha and the frozen share stays at 69%.

## The krypton atom

The neutral atom is treated by closed-shell Hartree–Fock, with a point nucleus and the ordinary electron repulsion, not transformed along with $h$. Correlation and spin-orbit coupling are left out. There are 20 s, 13 p and 8 d primitive shells. The contracted set has 6 s, 5 p and 2 d shells: the occupied non-relativistic orbitals (4 s, 3 p, 1 d) and the outermost primitives (2 s, 2 p, 1 d).

| Calculation | Energy (Ha) |
|---|---:|
| Non-relativistic, all primitives | −2752.010 |
| X2C, all primitives | −2788.203 |
| X2C, non-relativistic contraction | −2779.651 |
| X2C, non-relativistic orbitals frozen | −2779.643 |
| X2C, s primitives free, p and d contracted | −2787.827 |

The full relativistic shift is $-36.192$ Ha. The contraction loses

$$-2779.651+2788.203=8.55\ \text{Ha},$$

which is 24% of the size of that shift. A larger set of 29 s, 18 p and 11 d primitives moves the shift to $-36.24$ Ha and the loss to 8.60 Ha, still 24%. The outer primitives hardly help: they lower the frozen-orbital energy by only 0.009 Ha. Freeing the s primitives restores 96% of the loss, which locates the fault mainly in the s shapes. With DKH2 the loss is 9.83 Ha, so it is not peculiar to X2C.

The contraction of the core fares much worse than the energy. A suitable measure is $\langle1/r\rangle$ summed over all electrons, which gives most weight to small $r$:

- It rises from 182.84 to 189.26 bohr$^{-1}$ with all primitives, an increase of 6.41.
- It reaches only 182.94 bohr$^{-1}$ in the contracted set, an increase of 0.10.

Less than 2% of the increase is recovered; with the larger primitive set the two increases are 6.43 and 0.08. These values use the untransformed operator $1/r$ with the X2C orbitals. They compare orbital shapes and are not fully transformed relativistic expectation values; the untransformed operator overstates the physical increase.

The 4s orbital behaves differently. Its root-mean-square radius falls from 1.744 to 1.714 bohr with all primitives, and to 1.725 bohr in the contracted set, so about 63% of its contraction survives. This does not contradict the frozen core. The outer primitives are free and lie in the valence region, so the 4s orbital can use them to change its shape. Mixing with the other occupied s orbitals alone, which leaves the total density unchanged, hardly alters its radius and does not shrink it.

## The correct statement and its proof

Let $D$ be the density matrix of a closed-shell determinant. Its energy is

$$E_h[D]=\operatorname{Tr}(Dh)+W[D],$$

where $W$ is the electron repulsion, the same functional for both Hamiltonians. Let $E_{\rm full}$ be the lowest energy over all determinants built from the primitives, and $E_{\rm con}$ the lowest over those whose orbitals lie in the contracted space.

**Statement.** If the contracted space contains the occupied non-relativistic orbitals, with density matrix $D_{\rm NR}$, then

$$E_{\rm full}\le E_{\rm con}\le E_{\rm NR}+\operatorname{Tr}\left[D_{\rm NR}(h-h_{\rm NR})\right].$$

The first relation is an equality if and only if some determinant of energy $E_{\rm full}$ has all its occupied orbitals in the contracted space.

**Proof.** Every determinant in the contracted space is also available in the primitives. Minimizing over fewer candidates cannot give a lower result, which proves the first inequality. The determinant $D_{\rm NR}$ is one of the contracted candidates, so $E_{\rm con}\le E_h[D_{\rm NR}]$. Adding and subtracting $\operatorname{Tr}(D_{\rm NR}h_{\rm NR})$,

$$E_h[D_{\rm NR}]=\operatorname{Tr}(D_{\rm NR}h_{\rm NR})+W[D_{\rm NR}]+\operatorname{Tr}[D_{\rm NR}(h-h_{\rm NR})].$$

The first two terms are $E_{\rm NR}$, which proves the second inequality. If a determinant of energy $E_{\rm full}$ lies in the contracted space, then $E_{\rm con}\le E_{\rm full}$, and equality follows. Conversely, if the energies are equal, the contracted minimizer is itself such a determinant. $\square$

The upper bound contains a relativistic shift with no change of orbitals, which is why much of the energy shift survives. With the untransformed operator used above, the change of $\langle1/r\rangle$ has no such term:

$$\delta\langle1/r\rangle=\operatorname{Tr}\left[(D-D_{\rm NR})\,r^{-1}\right].$$

It comes entirely from the response. If the contracted set held the occupied orbitals and nothing else, $D$ could not change and this shift would be zero. An operator $1/r$ transformed along with $h$ adds a frozen-orbital term, but unlike the term in the energy it has the opposite sign to the full change: for krypton it is $-1.62$ bohr$^{-1}$, against a full increase of $4.36$ bohr$^{-1}$ with the transformed operator.

The equality condition also supplies the remedy. Contract with the occupied orbitals of an atom treated by the same relativistic Hamiltonian, and the atomic loss vanishes within that primitive set. Releasing primitives enlarges the space and cannot increase the loss, but it removes the loss only when the equality condition is met: freeing all the s primitives of krypton left about 4% of it. For light atoms the scaling argument shows why the one-electron error fades as $Z/c\to0$.

## What happens to a bond length

In a molecule, write $E_{\rm con}(R)=E_{\rm full}(R)+\Delta(R)$. At the contracted minimum $R_{\rm con}$,

$$E'_{\rm full}(R_{\rm con})+\Delta'(R_{\rm con})=0.$$

Near the full minimum $R_{\rm full}$, with force constant $k$, $E'_{\rm full}(R)\approx k(R-R_{\rm full})$. Hence, to leading order,

$$R_{\rm con}-R_{\rm full}\approx-\frac{\Delta'(R_{\rm con})}{k}.$$

A constant error, however large, does not move the minimum.

Yttrium monohydride, YH, in its closed-shell singlet state shows what remains. The yttrium contractions come from the closed-shell ion Y$^+$, with outer primitives added; the hydrogen functions are left uncontracted. The bond lengths are:

| Hamiltonian and yttrium basis | Bond length (Å) |
|---|---:|
| Non-relativistic, all primitives | 1.9468 |
| X2C, all primitives | 1.9589 |
| Non-relativistic, non-relativistic contraction | 1.9480 |
| X2C, non-relativistic contraction | 1.9554 |
| X2C, X2C contraction | 1.9602 |

In this model relativity lengthens the bond, by 0.0122 Å. A contracted core therefore does not imply a shorter bond. Reusing the non-relativistic contraction gives a lengthening of 0.0074 Å, about 60% of the full effect. When each Hamiltonian has its own contraction, the lengthening is again 0.0122 Å. Changing the interpolation formula alters these differences by at most about 0.0001 Å. The individual bond lengths are less well fixed: they are interpolated from four distances and are uncertain by a few units in the last decimal shown.

The two X2C contractions have the same number of functions, but relative to all primitives their errors are $-0.0036$ Å for the old shapes and $+0.0012$ Å for the new ones. The non-relativistic calculation also has a contraction error of $+0.0012$ Å, so the two errors cancel in the matched pair. Their equality is observed in this example and is not derived.

The old shapes cost 12.41 Ha on average, yet this loss varies by only 0.0003 Ha over the distances computed. The new shapes cost 0.0004 Ha on average. Nearly all of the large error cancels along the curve, but the remainder still shortens the X2C bond by 0.0036 Å, about three tenths of the 0.0122 Å relativistic change. With the $+0.0012$ Å error of the non-relativistic calculation added, the shift computed in the old contraction falls short by 0.0048 Å, about two fifths. These figures compare calculations within one modest basis and are not predictions of the measured bond length. The relativistic lengthening is stable: another primitive set, with an f shell on yttrium and two p shells on hydrogen, gives 0.0123 Å. The error of the old shapes is not: it keeps its sign but becomes about $-0.008$ Å, so the fractions above depend on the basis by a factor of about two. The numerical check below gives the values for the main primitive sets.

## Values computed for the example and the checks

```
Speed of light: 137.035999 a.u.
Kr primitives: s 20, p 13, d 8
Kr contracted functions: s 6, p 5, d 2
One-electron ion Z=36, NR 1s energy: -647.9983 Ha
Ion, closed Dirac 1s energy: -659.5835 Ha
Ion, X2C 1s energy: -659.5693 Ha
Ion, DKH2 1s energy: -659.4688 Ha
Ion, X2C expectation value in NR 1s: -655.9534 Ha
Ion, loss from response formula: 3.6159 Ha
Kr NR energy, full: -2752.0101 Ha
Kr NR virial ratio -V/T: 2.000034
Kr X2C energy, full: -2788.2025 Ha
Kr X2C energy, NR-contracted: -2779.6513 Ha
Kr X2C energy, all NR orbitals frozen: -2779.6427 Ha
Kr X2C energy, s released, p and d NR-contracted: -2787.8270 Ha
Kr relativistic shift, full: -36.1924 Ha
Kr X2C loss from NR contraction: 8.5512 Ha
Kr loss as part of shift: 23.63 %
Kr part of loss restored by free s: 95.61 %
Kr DKH2 energy, full: -2787.9657 Ha
Kr DKH2 energy, NR-contracted: -2778.1376 Ha
Kr DKH2 loss from NR contraction: 9.8281 Ha
Kr NR full: total <1/r> 182.8418 1/bohr
Kr NR full: 4s energy -1.15308 Ha, rms radius 1.74356 bohr
Kr X2C full: total <1/r> 189.2563 1/bohr
Kr X2C full: 4s energy -1.18759 Ha, rms radius 1.71384 bohr
Kr X2C NR-contracted: total <1/r> 182.9442 1/bohr
Kr X2C NR-contracted: 4s energy -1.17654 Ha, rms radius 1.72486 bohr
Kr part of <1/r> increase recovered: 1.60 %
YH distances computed: 3.50, 3.65, 3.80, 3.95 bohr
Y contracted functions: s 8, p 7, d 5
YH bond length, NR, full: 1.94675 angstrom
YH bond length, X2C, full: 1.95893 angstrom
YH bond length, NR, NR-contracted: 1.94799 angstrom
YH bond length, X2C, NR-contracted: 1.95535 angstrom
YH bond length, X2C, X2C-contracted: 1.96018 angstrom
YH relativistic shift, full: +0.01218 angstrom
YH relativistic shift, NR-contracted: +0.00736 angstrom
YH relativistic shift, matched contractions: +0.01219 angstrom
YH X2C error of NR contraction: -0.00359 angstrom
YH X2C error of X2C contraction: +0.00124 angstrom
YH largest interpolation change of these differences: 0.000125 angstrom
YH mean X2C energy loss, NR contraction: 12.41446 Ha
YH variation of that loss over the distances: 0.000272 Ha
YH mean X2C energy loss, X2C contraction: 0.000434 Ha
```
